# Why the Static Remainder Adds Half the Missing Coulomb Hole

## The decision

A GW calculation that sums over empty bands must stop the sum somewhere. One can raise the number of bands $N$ until the levels settle, which is slow, or stop early and estimate the rest. The static-remainder correction adds half of a missing static sum, and that sum is known without computing the omitted bands. Whether to use it, and at what $N$, depends on where the half comes from and how soon it holds.

The algebra is in atomic units. $N$ counts all bands per spin, occupied ones included. The electrons are nonrelativistic, move in a local potential with one-electron Hamiltonian $H$, and are screened in the random-phase approximation (RPA).

## The missing sum, dynamic and static

Let $W_c=W-v$ be the screened minus the bare Coulomb interaction. For a state $n$ of energy $E$, let excitation $s$ of the medium have energy $\omega_s>0$ and weight $w_s\ge0$. With $\Delta=E-E_{n'}$, an empty state $n'$ contributes $w_s/(\Delta-\omega_s)$ to the correlation self-energy, and an occupied one $w_s/(\Delta+\omega_s)$. The latter can be rewritten:

$$\frac{w_s}{\Delta+\omega_s}=\frac{w_s}{\Delta-\omega_s}-\frac{2\omega_s w_s}{\Delta^2-\omega_s^2}.$$

The last fraction, summed over $s$, is $W_c(\Delta)$. With its minus sign it belongs to screened exchange, which needs occupied states only. The first terms, over all $n'$, form the Coulomb hole, and truncation damages this part. With $a=E_{n'}-E>0$, an omitted state would have given

$$D=-\sum_s\frac{w_s}{a+\omega_s}.$$

The static approximation sets $a=0$:

$$S=-\sum_s\frac{w_s}{\omega_s}=\tfrac12\langle W_c(0)\rangle,$$

because $W_c(0)=-\sum_s 2w_s/\omega_s$. The static term thus already carries one factor ½. The half sought here is a second one, the limit of $f=D/S$.

The static sum over all states needs no empty states. Write $\mathbf Q=\mathbf q+\mathbf G$ and $M_{n'}(\mathbf G)=\langle n|e^{i\mathbf Q\cdot\mathbf r}|n'\rangle$. Since $W_c(0)$ does not depend on $n'$, completeness gives

$$\sum_{n'}M_{n'}(\mathbf G)M^*_{n'}(\mathbf G')=\langle n|e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}|n\rangle .$$

The right side is a Fourier component of the density of state $n$. Multiplied by the matching element of $\tfrac12W_c(0)$ and summed over $\mathbf G,\mathbf G'$ and $\mathbf q$, it gives the static sum over all states, the closure value. The missing static sum is this closure value minus the static sum up to $N$. If $f\to\tfrac12$, then

$$\Sigma_{\rm CH}\approx\Sigma_{\rm CH}(N)+\tfrac12\left[\Sigma_{\rm COH}^{\rm closure}-\Sigma_{\rm COH}(N)\right],$$

where CH is the dynamic and COH the static Coulomb hole.

## First derivation: one plasmon pole

Represent the medium at each momentum $Q$ by a single pole $\tilde\omega$. Then $D=-w/(a+\tilde\omega)$, $S=-w/\tilde\omega$, and

$$f=\frac{\tilde\omega}{\tilde\omega+a}.$$

Both energies are needed at large $Q$. Let $x=Q^2/2$, the recoil energy of a free electron.

**The empty-state energy.** By closure the weights $|M_{n'}|^2$ sum to one, so they define a mean of $a$:

$$\bar a=\langle n|e^{i\mathbf Q\cdot\mathbf r}(H-E)e^{-i\mathbf Q\cdot\mathbf r}|n\rangle .$$

The exponentials replace $\mathbf p$ by $\mathbf p-\mathbf Q$ and leave a local potential unchanged. Hence

$$e^{i\mathbf Q\cdot\mathbf r}(H-E)e^{-i\mathbf Q\cdot\mathbf r}=(H-E)+x-\mathbf Q\cdot\mathbf p .$$

Acting on $|n\rangle$, the first bracket vanishes. So $\bar a=x-\mathbf Q\cdot\langle\mathbf p\rangle$, which is $x$ when the state has no mean momentum. The variance is that of $\mathbf Q\cdot\mathbf p$, so the width grows as $Q$ while the mean grows as $Q^2$. For a smooth orbital, whose high-momentum components die off quickly, $a/x\to1$.

**The pole energy.** The pole form is $W_c(\omega)=v\,\omega_p^2/(\omega^2-\tilde\omega^2)$, with $\omega_p^2=4\pi\bar n$ for mean electron density $\bar n$. Its numerator is fixed by the f-sum rule. At $\omega=0$ it must equal $v(\varepsilon^{-1}-1)$, so

$$\tilde\omega^2=\frac{\omega_p^2}{1-\varepsilon^{-1}(Q,0)} .$$

In the static polarizability each electron contributes $-2\sum_c|M_c|^2/\Delta_c$, where $\Delta_c$ is its excitation energy and the 2 comes from the two time orderings. By the argument just given $\Delta_c\to x$ and the weights sum to one, since overlap with occupied states dies out at large $Q$. Therefore $\chi_0\to-2\bar n/x$. With $v=4\pi/Q^2=2\pi/x$,

$$-v\chi_0\to\frac{4\pi\bar n}{x^2}=\frac{\omega_p^2}{x^2},\qquad 1-\varepsilon^{-1}=\frac{-v\chi_0}{1-v\chi_0}\to\frac{\omega_p^2}{x^2}.$$

Thus $\tilde\omega\to x$, and

$$f\to\frac{x}{x+x}=\frac12 .$$

That the two energies be merely comparable would not suffice: a fixed ratio $\tilde\omega/a=2$ would give ⅔. Their ratio must tend to one. At small $Q$ it does not: there $\tilde\omega$ stays near or above the plasma energy.

## Second derivation: two recoiling electrons

At large $Q$ screening is weak, so $W_c\approx v\chi_0v$ to leading order. An excitation of the medium is then one electron $m$ lifted out of its occupied orbital. The omitted process is a collision: electron 1, in state $n$, gives up momentum $\mathbf Q$, and electron 2, in orbital $m$, takes it.

Let $h_1=H_1-E$ and $h_2=H_2-E_m$. The dynamic amplitude has the denominator $a+\omega_s$, hence the operator $1/(h_1+h_2)$. The static one has $1/h_2$. Between $\mathbf Q$ and $\mathbf Q'=\mathbf q+\mathbf G'$ the dynamic term is proportional to

$$\langle nm|e^{i\mathbf Q\cdot(\mathbf r_1-\mathbf r_2)}\frac1{h_1+h_2}e^{-i\mathbf Q'\cdot(\mathbf r_1-\mathbf r_2)}|nm\rangle .$$

Moving the right exponential leftwards through the operator shifts $\mathbf p_1$ by $-\mathbf Q'$ and $\mathbf p_2$ by $+\mathbf Q'$. The denominator becomes

$$Q'^2-\mathbf Q'\cdot(\mathbf p_1-\mathbf p_2)+h_1+h_2 .$$

Its leading term is $Q'^2=2x'$, with $x'=Q'^2/2$: both electrons recoil. The same step in the static term gives $x'$: only electron 2 recoils. What remains, $\langle nm|e^{i(\mathbf Q-\mathbf Q')\cdot(\mathbf r_1-\mathbf r_2)}|nm\rangle$, is common to both. So the leading half holds for each pair $\mathbf G,\mathbf G'$ of fixed difference, off-diagonal pairs included, and no plasmon has been assumed.

The half is therefore a statement about equal masses. Give the screening particles mass $m_s$ while the corrected electron keeps mass 1. Then $\omega_s\to x/m_s$, $a\to x$ and

$$f\to\frac{1/m_s}{1/m_s+1}=\frac1{1+m_s}.$$

The full RPA integral for an electron gas at $Q=30k_F$, with Fermi momentum $k_F$, gives 0.6663 for $m_s=0.5$ and 0.3331 for $m_s=2$, against ⅔ and ⅓.

### The first correction

In an electron gas the collision picture also tells how fast the half is reached. Let $t$ be the mean kinetic energy per electron of the gas and $t_n=k^2/2$ that of the corrected state of momentum $\mathbf k$. A gas electron of momentum $\mathbf p$ is excited at $\omega=x+\eta$ with $\eta=\mathbf Q\cdot\mathbf p$, and $a=x-\mathbf Q\cdot\mathbf k$. Averaging over directions,

$$\langle\eta^2\rangle=\frac{Q^2\langle p^2\rangle}{3}=\frac{(2x)(2t)}3=\frac{4tx}3,\qquad \langle(\mathbf Q\cdot\mathbf k)^2\rangle=\frac{4t_nx}3 .$$

Expanding both reciprocals to second order, with linear terms averaging to zero,

$$\left\langle\frac1\omega\right\rangle=\frac1x\left(1+\frac{4t}{3x}\right),\qquad \left\langle\frac1{a+\omega}\right\rangle=\frac1{2x}\left(1+\frac{t+t_n}{3x}\right).$$

Their quotient, at fixed momentum transfer, is

$$f_Q=\frac12\left[1-\frac{t-t_n/3}{x}\right].$$

Screening beyond $v\chi_0v$ enters at relative order $\omega_p^2/x^2$, which is smaller.

A band sum, however, is cut by energy, not by transfer. Fix the empty state's momentum $\mathbf P$ and kinetic energy $X=P^2/2$. The transfer now varies: $x=X+\delta$ with $\delta=t_n-\mathbf P\cdot\mathbf k$, so $\langle\delta\rangle=t_n$ and, to leading order, $\langle\delta^2\rangle=4t_nX/3$. Also $a=X-t_n$. The weight $v^2\propto x^{-2}$ must now be kept. For the static term,

$$\left\langle\frac{1}{x^2\omega}\right\rangle=\frac1{X^3}\left\langle1-\frac{3\delta}X+\frac{6\delta^2}{X^2}+\frac{\eta^2}{X^2}\right\rangle=\frac1{X^3}\left[1+\frac{5t_n}X+\frac{4t}{3X}\right].$$

For the dynamic term $a+\omega=2X+\delta-t_n+\eta$. The weight supplies $1-2\delta/X+3\delta^2/X^2$, the reciprocal supplies $1-(\delta-t_n+\eta)/2X+(\delta+\eta)^2/4X^2$, and their cross term is $\delta^2/X^2$. In units of $1/X$ the averages are

$$(-2t_n+4t_n)+0+\frac{t_n+t}3+\frac{4t_n}3=\frac{11t_n+t}3 .$$

The prefactor is $1/2X^3$. Dividing by the static result gives

$$f_X=\frac12\left[1-\frac{t+4t_n/3}{X}\right].$$

The interaction favours small transfers, for which the medium's energy lies below $a$. This pulls $f$ down.

For silicon's valence density $t=7.48$ eV. A state at $k_F$ has $t_n=5t/3=12.47$ eV, so the two numerators are $7.48-4.16=3.32$ eV and $7.48+16.62=24.10$ eV. Full RPA quadrature at $30k_F$ gives 3.325 and 24.129 eV. Ordering by energy makes the leading deviation from one half about seven times larger for this state.

### The tail in the number of bands

The static term at large $Q$ is $\tfrac12W_c=-\tfrac12(4\pi/Q^2)(4\omega_p^2/Q^4)=-8\pi\omega_p^2/Q^6$. Summing over transfers beyond $Q_N$,

$$S_N=-\int_{Q_N}^\infty\frac{Q^2dQ}{2\pi^2}\frac{8\pi\omega_p^2}{Q^6}=-\frac{4\omega_p^2}{3\pi Q_N^3}.$$

In a uniform gas, a cell of volume $\Omega$ with $N_e$ electrons has $N=\Omega Q_N^3/6\pi^2$ and $\omega_p^2\Omega=4\pi N_e$, so

$$S_N=-\frac{8N_e}{9\pi^2N},\qquad D_N\to\tfrac12S_N .$$

For $N_e=8$ this is $-0.72/N$ hartree, or $-19.6/N$ eV, and half of it is truly missing. In a crystal the off-diagonal elements enter at the same order. They replace the mean density by the density averaged over the state being corrected, which changes the prefactor but not the power of $N$.

In the tail above $X_N$, states are weighted by $X^{1/2}X^{-3}$, so the mean of $1/X$ is $\int X^{-7/2}dX/\int X^{-5/2}dX=0.6/X_N$. Hence

$$f_N=\frac12\left[1-\frac{0.6\,(t+4t_n/3)}{X_N}\right].$$

Since $X_N\propto N^{2/3}$, the error left after the correction falls as $N^{-5/3}$ instead of $N^{-1}$. The quadrature for $k=0$ gives an exponent of $-1.668$.

## What each derivation assumes

The first derivation assumes a single pole, fixed by the f-sum rule and the static response. It also gives an estimate of the fraction at moderate $Q$, where screening is strong, but there a single pole can be well off. The second assumes weak screening, and so large $Q$, but keeps the spread of excitation energies. Both are derived here for smooth orbitals and a local potential; these conditions suffice for the limit, but are not shown to be necessary.

They share the limit but not the approach to it. In the gas $1-\varepsilon^{-1}\approx(\omega_p^2/x^2)(1+4t/3x)$, so $\tilde\omega\approx x-2t/3$. For a state at $k=0$, where $a=x$, the pole gives

$$f_{\rm pole}=\frac{x-2t/3}{2x-2t/3}\approx\frac12\left(1-\frac t{3x}\right),$$

whereas the full spread gives $\tfrac12(1-t/x)$, three times the deviation. At $Q=4k_F$, $t/x=0.3/8=0.0375$, so the formulas predict 0.494 and 0.481. The computed values are 0.4941 and 0.4804. A single pole reproduces the static response but not the width of the spectrum, and the width enters at the same order as the shift.

Both derivations also assume that the dielectric matrix reaches the transfers concerned. Suppose its cutoff is held fixed while $N$ grows. The medium's energies then stay bounded while $a$ increases, so $f\to0$, not ½. The dielectric cutoff must rise along with the band energy.

## Silicon at finite $N$

The example is silicon in a local empirical pseudopotential with rough typical form factors and a lattice constant of 5.43 Å. The corrected levels are the valence top and the lowest conduction triplet at Γ. $W_c$ is the full RPA matrix on the imaginary frequency axis, from

$$D=\frac1\pi\int_0^\infty d\omega\,\frac{a}{a^2+\omega^2}\langle W_c(i\omega)\rangle .$$

This follows by inserting $W_c(i\omega)=-\sum_s2\omega_sw_s/(\omega^2+\omega_s^2)$ and using $\int_0^\infty d\omega\,[(a^2+\omega^2)(\omega_s^2+\omega^2)]^{-1}=\pi/[2a\omega_s(a+\omega_s)]$. The dielectric cutoff is fixed at 132.6 eV.

Pole energies extracted from the static matrix show the crossover. At a recoil energy of 18.8 eV the pole lies at 28.9 eV, a ratio of 1.54; at 103.0 eV it lies at 97.1 eV, a ratio of 0.94.

For the valence top:

| $N$ | missing $D$ (eV) | half remainder (eV) | $f$ |
|---|---|---|---|
| 16 | −1.114 | −1.408 | 0.396 |
| 24 | −0.748 | −1.026 | 0.365 |
| 40 | −0.393 | −0.589 | 0.334 |
| 60 | −0.220 | −0.343 | 0.320 |

These digits belong to the settings used, which include a 2×2×2 k mesh for the polarizability. Raising the dielectric cutoff to 204 eV moves the missing $D$ to −1.205, −0.838, −0.479 and −0.294 eV and $f$ to 0.400, 0.373, 0.351 and 0.345. Shifting the k mesh by half a step changes $D$ at $N=16$ by about 0.02 eV and raises $f$ by about 0.006.

The correction overshoots. At $N=16$ a level error of 1.11 eV becomes $1.408-1.114=0.294$ eV of opposite sign; at $N=60$, 0.22 eV becomes 0.12 eV. In general the corrected error is $|1-1/(2f)|$ times the original, so half the remainder beats no correction when $f>\tfrac14$, and beats the full remainder when $f<\tfrac34$. Both conditions were tested, and hold, for both levels at all four $N$.

At this dielectric cutoff, and still at 204 eV, the fraction does not rise towards ½ in this range; it falls. The full RPA fraction of the gas, for a state at $k_F$ and with no cutoff, also falls at first, from 0.387 at $N=16$ to 0.355 at $N=40$, and turns up to 0.371 at $N=60$. The gas formula can be compared at $N=60$, where $X_N=\tfrac12(6\pi^2N/\Omega)^{2/3}\approx76$ eV. With the crystal's kinetic energies, $t=10.56$ and $t_n=17.43$ eV,

$$f_{60}=\tfrac12\left[1-0.6\,\frac{10.56+23.24}{76}\right]\approx0.37 .$$

This is near the computed 0.320, but the nearness does not confirm the formula, because the trends are opposite. The formula rises from 0.18 at $N=16$, where its correction term is too large for a first-order expansion, while the computed fraction falls, and the two cross between $N=40$ and $N=60$.

The fixed dielectric cutoff is one cause of the low values. Lowering it to 91.8 eV at $N=40$ reduces $f$ from 0.334 to 0.315. The uniform-gas law puts the dynamic tail beyond the 132.6 eV cutoff at −0.07 eV. Adding this to $D$, and twice it to $S$, gives 0.35 at both $N=40$ and $N=60$, so the cutoff may account for the fall between them. The true tail is about twice as large, because the valence top is concentrated where the electron density is above its mean: the density averaged over that state is 1.85 times the mean, against 1.14 for the conduction level. Raising the cutoff from 132.6 to 204 eV alone adds −0.074 eV to the valence $D$ at $N=60$, where the gas law gives −0.034 eV. The higher values at small $N$ plausibly reflect pole energies above the recoil energy; that is a conjecture.

For the direct gap much of the error cancels between the levels. Truncation makes the gap wrong by −0.080 eV at $N=16$ and −0.028 eV at $N=60$; with the remainder the errors are +0.058 and +0.024 eV. At this cutoff the remainder reduces the error of the valence top by a factor of 3.8 at $N=16$ and 1.8 at $N=60$, and that of the gap by 1.4 and 1.2. The gap factors are not converged, since these errors are small differences between two levels. At a 204 eV cutoff the truncated errors are −0.132 and −0.065 eV and the corrected ones +0.063 and +0.029 eV, factors of 2.1 and 2.2, against 4.0 and 2.2 for the valence top. At 91.8 eV the remainder worsens the gap, from +0.001 to +0.052 eV at $N=16$. At 132.6 eV with the k mesh shifted by half a step, it brings no gain at $N=16$ (−0.054 against +0.055 eV).

The remainder does not repair the polarizability, which has its own sum over empty states. Cutting that sum at 40 bands raises the static Coulomb hole by 0.46 eV at the valence top and 0.40 eV at the conduction level. The difference, about 0.06 eV, is of the same order as the gap error that the remainder addresses at the same $N$, although screened exchange, which shifts the opposite way, offsets part of it.

Set beside real silicon, the model's valence plasma energy of 16.6 eV and direct gap at Γ of 3.4 eV are of the right size; the gap that governs devices is the indirect one, roughly 1.1 eV. The model omits nonlocal pseudopotentials, spin-orbit coupling, lattice vibrations and vertex corrections, and samples momentum transfer at two special points. The valence tail at $N=40$ is −0.400 eV from one point alone and −0.391 eV from the other, a rough sign of the sampling error. Spin-orbit coupling splits the valence top by roughly 0.04 eV and raises its upper level by a third of that. Lattice vibrations at working temperature shift gaps by roughly some hundredths of an eV or more. These shifts are comparable with the band-sum errors in the gap, though not with the much larger errors in the absolute levels at small $N$. The figures therefore measure convergence and do not predict silicon's gap.

In practice, the half remainder suits a calculation of absolute levels with a truncated band sum, provided the dielectric cutoff lies well above the last band's energy and the polarizability is converged separately. For a gap, the corrected value should be followed over several $N$, since the two levels' residual errors need not cancel better than the uncorrected ones. The remaining figures, including those for the conduction level, are in the numerical output.

## Numbers as computed

```
lattice constant 5.43 angstrom (rough)
valence plasma energy 16.60 eV
gas: kinetic energy per electron 7.48 eV
gas, k=0: q/kF, pole/recoil energy, pole fraction, RPA fraction
    4 0.9766 0.4941 0.4804
    8 0.9939 0.4985 0.4953
   16 0.9984 0.4996 0.4988
   30 0.9996 0.4999 0.4997
gas: screening mass 0.5: fraction 0.6663
gas: screening mass 2.0: fraction 0.3331
gas, k=kF: fixed-transfer coefficient 3.325 eV, formula 3.324 eV
gas, k=kF: fixed-energy coefficient 24.129 eV, formula 24.100 eV
gas: N x static tail -19.616 eV, law -19.606 eV
gas: N x true tail -9.804 eV
gas: residual exponent in N -1.668
silicon form factors V3,V8,V11 (rough): -2.857, 0.544, 1.088 eV
cutoffs: dielectric 132.6 eV, empty-state basis 326.5 eV
direct gap at Gamma, pseudopotential 3.424 eV
kinetic energy: valence mean 10.56 eV, valence top 17.43 eV, conduction 16.12 eV
mean empty-state energy vs recoil: max rel. error 8.2e-06
silicon: recoil energy (eV), pole energy (eV), ratio
    18.81   28.89 1.536
    51.97   48.19 0.927
   102.98   97.09 0.943
valence: static Coulomb hole -9.099 eV, basis leak -0.0001 eV
conduction: static Coulomb hole -7.921 eV, basis leak -0.0001 eV
valence: N, missing (eV), half remainder (eV), fraction, gas estimate
   16  -1.1135  -1.4076 0.396 0.177
   24  -0.7478  -1.0257 0.365 0.254
   40  -0.3932  -0.5890 0.334 0.325
   60  -0.2195  -0.3430 0.320 0.366
conduction: N, missing (eV), half remainder (eV), fraction, gas estimate
   16  -1.0332  -1.2691 0.407 0.194
   24  -0.6558  -0.8882 0.369 0.266
   40  -0.3471  -0.5112 0.340 0.334
   60  -0.1919  -0.2917 0.329 0.373
direct-gap error (eV): N, truncated, with half remainder
   16  -0.0803   0.0581
   24  -0.0920   0.0455
   40  -0.0461   0.0317
   60  -0.0276   0.0238
neglected: gas tail past dielectric cutoff -0.0706 eV
fraction at N=40, dielectric cutoff 91.8 eV: 0.315 (valence)
polarizability cut at 40 bands: static hole shifts 0.4599 eV (valence), 0.3953 eV (conduction)
valence tail at N=40 from each q point alone: -0.4003, -0.3908 eV
```
